# Double- and Triple-Quantum Nutation of Quadrupolar Spins under Weak Irradiation

## Spin 1 on resonance

Take a spin 1 with levels $m=+1,0,-1$. In the frame rotating with the irradiation, and with the irradiation exactly on resonance, let its Hamiltonian be

$$H=\frac{\omega_Q}{2}\left(I_z^2-\frac23\right)+\omega_1I_x ,\qquad \hbar=1,\quad \omega_Q>0. \tag{1}$$

Without irradiation, $|{+1}\rangle$ and $|{-1}\rangle$ are degenerate and lie $\omega_Q/2$ above $|0\rangle$. The operator $I_x$ changes $m$ by one unit, so it has no matrix element between the two outer states. Nevertheless it makes them exchange population. To see this, form the combinations

$$|s\rangle=\frac{|{+1}\rangle+|{-1}\rangle}{\sqrt2},\qquad |a\rangle=\frac{|{+1}\rangle-|{-1}\rangle}{\sqrt2}. \tag{2}$$

Since $\langle\pm1|I_x|0\rangle=1/\sqrt2$, we have $I_x|0\rangle=|s\rangle$. The state $|a\rangle$ is therefore untouched by the irradiation, while $|s\rangle$ is coupled to $|0\rangle$ with strength $\omega_1$. Measure energies from that of $|0\rangle$. Then $|a\rangle$ stays at $\omega_Q/2$, and the pair $(|s\rangle,|0\rangle)$ has the matrix

$$\begin{pmatrix}\omega_Q/2&\omega_1\\ \omega_1&0\end{pmatrix},\qquad E=\frac{\omega_Q}{4}\pm\sqrt{\frac{\omega_Q^2}{16}+\omega_1^2}. \tag{3}$$

The upper sign belongs to the state that becomes $|s\rangle$ when $\omega_1\to0$. Subtracting the energy $\omega_Q/2$ of $|a\rangle$ gives the splitting of the outer pair,

$$\omega_{DQ}=\sqrt{\frac{\omega_Q^2}{16}+\omega_1^2}-\frac{\omega_Q}{4}. \tag{4}$$

With $x=\omega_1/\omega_Q$, the expansion $\sqrt{1+u}=1+u/2-u^2/8+u^3/16-\dots$ at $u=16x^2$ yields

$$\frac{\omega_{DQ}}{\omega_Q}=\frac14\left(\sqrt{1+16x^2}-1\right)=2x^2-8x^4+64x^6-\dots \tag{5}$$

Hence $\omega_{DQ}\simeq2\omega_1^2/\omega_Q$ for weak irradiation. A spin starting in $|{+1}\rangle=(|s\rangle+|a\rangle)/\sqrt2$ acquires a relative phase $\omega_{DQ}t$ between its two parts. When this phase reaches $\pi$, the state has become $|{-1}\rangle$, apart from a small admixture of $|0\rangle$. This is double-quantum nutation: the irradiation repels $|s\rangle$ from $|0\rangle$, but leaves $|a\rangle$ where it was.

## The general Hamiltonian and its conventions

For spin $I$ and an irradiation offset $\Delta$, the Hamiltonian is

$$H=\Delta I_z+\frac{\omega_Q}{2}\left[I_z^2-\frac{I(I+1)}3\right]+\omega_1I_x . \tag{6}$$

It assumes a high static field, so that only the part of the quadrupole coupling that commutes with $I_z$ is kept, and only the resonant rotating component of the irradiation. The spin is static, and relaxation is ignored. "Exact" below means exact for Eq. (6).

The parameter $\omega_1$ is the nutation rate the same nucleus would have at $\omega_Q=0$. The meaning of $\omega_Q$ follows from the energy difference of neighbouring levels without irradiation:

$$E_m-E_{m-1}=\Delta+\frac{\omega_Q}{2}\left[m^2-(m-1)^2\right]=\Delta+\frac{\omega_Q}{2}(2m-1). \tag{7}$$

Successive values of $m$ give lines a distance $\omega_Q$ apart. For spin 1 the lines lie at $\pm\omega_Q/2$ from the centre; for spin 3/2 they lie at $0,\pm\omega_Q$. Prefactors depend on this choice. If the symbol $\omega_Q'=\omega_Q/2$ denotes half the spin-1 line spacing, the same frequency reads $\omega_{DQ}\simeq\omega_1^2/\omega_Q'$.

Set $\Delta=0$ for now. The outer levels $m=\pm I$ are degenerate with energy $E_0$, and in both spins all inner levels share one energy $\varepsilon$. By Eq. (7), the gap $g=E_0-\varepsilon$ is

$$g=\frac{\omega_Q}{2}\ (I=1),\qquad g=\omega_Q\ \left(I=\tfrac32\right). \tag{8}$$

The matrix elements of the irradiation $V=\omega_1I_x$ follow from

$$\langle m|I_x|m-1\rangle=\tfrac12\sqrt{I(I+1)-m(m-1)} . \tag{9}$$

For spin 1 both elements are $\tfrac12\sqrt2=1/\sqrt2$. For spin 3/2 the element between $3/2$ and $1/2$ is $\tfrac12\sqrt{15/4-3/4}=\sqrt3/2$, and likewise on the other side. The central element, between $1/2$ and $-1/2$, is $\tfrac12\sqrt{15/4+1/4}=1$.

## Eliminating the inner levels

Let $P$ denote the outer pair and $Q$ the inner levels. Split an eigenvector into components $c_P$ and $c_Q$. Because $V$ does not connect the outer levels directly, $V_{PP}=0$, and the eigenvalue equation becomes

$$Ec_P=E_0c_P+V_{PQ}c_Q,\qquad Ec_Q=(\varepsilon+V_{QQ})c_Q+V_{QP}c_P . \tag{10}$$

Solve the second equation for $c_Q$ and insert it in the first. With $\delta=E-E_0$, so that $E-\varepsilon=g+\delta$,

$$\delta\,c_P=V_{PQ}\,(g+\delta-V_{QQ})^{-1}\,V_{QP}\,c_P . \tag{11}$$

Nothing has been approximated yet. For $\omega_1\ll g$, the solutions belonging to the outer pair have $\delta=O(\omega_1^2/g)$, while $V_{QQ}=O(\omega_1)$. Expanding the inverse,

$$(g+\delta-V_{QQ})^{-1}=\frac1g+\frac{V_{QQ}-\delta}{g^2}+\dots, \tag{12}$$

and keeping terms through third order in $\omega_1$ gives the effective Hamiltonian

$$H_{\rm eff}=E_0+\frac{V_{PQ}V_{QP}}{g}+\frac{V_{PQ}V_{QQ}V_{QP}}{g^2}+O\!\left(\frac{\omega_1^4}{g^3}\right). \tag{13}$$

The term with $\delta$ in Eq. (12) first contributes at fourth order, since it multiplies two further factors of $V$.

A fourth-order term would be only one power of $x$ below the triple-quantum coupling, so its effect must be examined. Each factor of $V$ changes $m$ by one. Connecting $+3/2$ to $-3/2$ takes three net steps, hence an odd number of factors. Even orders can produce only diagonal terms, and these are equal for the two outer levels because Eq. (6) at $\Delta=0$ is symmetric under $m\to-m$. They shift the pair without splitting it. The next correction to the splitting is thus of relative order $x^2$. For spin 1 the number of factors must be even, with the same conclusion.

The neglected inner component has amplitude $O(x)$ and population $O(x^2)$. With the exact splitting as its frequency, the two-level description of populations is accurate to that order. With the leading-order frequency this holds only for a few nutation periods, because the error in the phase grows with time.

## The two couplings

For spin 1 there is one inner level, so $V_{QQ}=0$. In the order $(+1,-1)$, $V_{PQ}$ is a column with two entries $\omega_1/\sqrt2$. Therefore

$$\frac{V_{PQ}V_{QP}}{g}=\frac{2}{\omega_Q}\,\frac{\omega_1^2}{2}\begin{pmatrix}1&1\\1&1\end{pmatrix}=\frac{\omega_1^2}{\omega_Q}(1+\sigma_x), \tag{14}$$

where $\sigma_x$ is the Pauli matrix in the outer pair. Its eigenvalues are $\pm1$, so a coupling $c\,\sigma_x$ splits the levels by $2|c|$. The nutation frequency is this splitting, twice the off-diagonal element:

$$\omega_{DQ}\simeq\frac{2\omega_1^2}{\omega_Q}, \tag{15}$$

in agreement with Eq. (5).

For spin 3/2, order the outer levels as $(3/2,-3/2)$ and the inner ones as $(1/2,-1/2)$. Each outer level touches its own inner neighbour, and the inner levels are coupled to each other:

$$V_{PQ}=\frac{\sqrt3}{2}\omega_1\begin{pmatrix}1&0\\0&1\end{pmatrix},\qquad V_{QQ}=\omega_1\sigma_x . \tag{16}$$

Equation (13) with $g=\omega_Q$ now gives

$$H_{\rm eff}-E_0=\frac{3\omega_1^2}{4\omega_Q}+\frac{3\omega_1^3}{4\omega_Q^2}\,\sigma_x . \tag{17}$$

At second order the spin can only step inwards and return, which shifts both outer levels equally. The coupling needs the full path $3/2\to1/2\to-1/2\to-3/2$, with the product $(\sqrt3/2)(1)(\sqrt3/2)=3/4$ in the numerator and two gaps in the denominator. Doubling the coupling gives

$$\omega_{TQ}\simeq\frac{3}{2}\,\frac{\omega_1^3}{\omega_Q^2}. \tag{18}$$

The ratio of Eq. (18) to Eq. (15) at equal parameters is $3x/4$: the extra step costs a further factor of $\omega_1/\omega_Q$.

If $\omega_Q$ is negative, $g$ changes sign. The coupling in Eq. (14) then reverses, whereas the one in Eq. (17) does not, as it contains $g^2$. The frequencies themselves depend on $|\omega_Q|$.

## The exact triple-quantum splitting

For spin 3/2, Eq. (11) can be solved without expansion. Both matrices in Eq. (16) are diagonal in the even and odd combinations, for which $\sigma_x=\pm1$. Equation (11) reduces to a number equation for each sign,

$$\delta_\pm(\omega_Q+\delta_\pm\mp\omega_1)=\tfrac34\omega_1^2 . \tag{19}$$

This is quadratic, and the root that vanishes with $\omega_1$ is

$$\delta_\pm=\tfrac12\left[-(\omega_Q\mp\omega_1)+\sqrt{(\omega_Q\mp\omega_1)^2+3\omega_1^2}\,\right]. \tag{20}$$

Under the root, $(\omega_Q\mp\omega_1)^2+3\omega_1^2=\omega_Q^2\mp2\omega_Q\omega_1+4\omega_1^2$. Hence $\omega_{TQ}=\delta_+-\delta_-$ is

$$\omega_{TQ}=\omega_1+\tfrac12\left[\sqrt{\omega_Q^2-2\omega_Q\omega_1+4\omega_1^2}-\sqrt{\omega_Q^2+2\omega_Q\omega_1+4\omega_1^2}\,\right]. \tag{21}$$

Divide by $\omega_Q$ and write $f(x)=\sqrt{1+u}$ with $u=-2x+4x^2$. The bracket then contains $f(x)-f(-x)$, so half of it is the part of $f$ odd in $x$. Through fifth order, the terms of $\sqrt{1+u}$ have these odd parts:

- $u/2$ gives $-x$.
- $-u^2/8$ gives $+2x^3$, because $u^2$ contains $-16x^3$.
- $u^3/16$ gives $-\tfrac12x^3-6x^5$, because $u^3$ contains $-8x^3-96x^5$.
- $-5u^4/128$ gives $+5x^5$, because $u^4$ contains $-128x^5$.
- $7u^5/256$ gives $-\tfrac78x^5$, because $u^5$ contains $-32x^5$.

Adding them to the first term $x$ of Eq. (21),

$$\frac{\omega_{TQ}}{\omega_Q}=\frac32x^3-\frac{15}{8}x^5+\dots=\frac32x^3\left(1-\frac54x^2+\dots\right). \tag{22}$$

The linear terms cancel, and the prefactor $3/2$ is confirmed. The corresponding double-quantum correction from Eq. (5) is $1-4x^2$. It is larger because the spin-1 gap is half as wide at the same $\omega_Q$. Expressed through the gap $g$ of each spin, the two factors are $1-(\omega_1/g)^2$ for spin 1 and $1-\tfrac54(\omega_1/g)^2$ for spin 3/2, so at equal gaps the spin-1 correction would be the slightly smaller one.

In the opposite limit, $\omega_1\gg\omega_Q$, the power laws fail altogether. Equation (4) tends to $\omega_1-\omega_Q/4$. In Eq. (21) the two roots tend to $2\omega_1\mp\omega_Q/2$, so the splitting tends to $\omega_1-\omega_Q/2$. Both approach $\omega_1$, the spacing of the levels of $\omega_1I_x$, in the sense that their ratio to it tends to 1. The inner levels are then fully involved, and the splitting no longer describes an isolated pair.

## Motion of the outer pair

Let $n=2I$ and let $\omega_n$ stand for $\omega_{DQ}$ or $\omega_{TQ}$. Apart from a common shift, the effective Hamiltonian is $(\omega_n/2)\sigma_x$. Since $\sigma_x^2=1$, its propagator is

$$U=\cos\frac{\omega_nt}{2}-i\sigma_x\sin\frac{\omega_nt}{2}, \tag{23}$$

so the transfer probability from $m=+I$ to $m=-I$ is $\sin^2(\omega_nt/2)$.

In a high-temperature equilibrium state in a high static field, the density matrix is a multiple of the unit matrix plus a term proportional to $I_z$. Only the second term evolves, and its constant factor is omitted here. Within the outer pair $I_z=I\sigma_z$. Because $\sigma_z$ anticommutes with $\sigma_x$, moving it through $U$ reverses the sign of the exponent:

$$U\sigma_zU^\dagger=\sigma_z e^{i\omega_nt\sigma_x}=\sigma_z\cos\omega_nt-\sigma_y\sin\omega_nt , \tag{24}$$

where $\sigma_z\sigma_x=i\sigma_y$ was used. The upper off-diagonal element of $-\sigma_y$ is $+i$, so an initial $I_z$ produces the multiple-quantum coherence

$$\rho_{+I,-I}(t)=i\,I\sin\omega_nt . \tag{25}$$

In this two-level description it is largest after a 90° pulse, $t=\pi/(2\omega_n)$. The fast exchange with the inner levels can displace the actual maximum slightly.

In spin 3/2 the inner pair moves as well. Each block of given symmetry has trace $E_0+\varepsilon\pm\omega_1$. With the outer energy $E_0+\delta_\pm$, the inner energy must be $\varepsilon\pm\omega_1-\delta_\pm$. The inner splitting is therefore

$$\omega_{CT}=2\omega_1-\omega_{TQ}. \tag{26}$$

The central transition thus nutates at nearly $2\omega_1$ while the outer pair turns slowly.

The population that leaks inwards can be bounded. Two levels with detuning $d$ and coupling $v$ exchange at most the fraction $4v^2/(d^2+4v^2)$. Starting in $m=+I$ puts weight $1/2$ in each symmetry. For spin 1 only $|s\rangle$ leaks, with $d=\omega_Q/2$ and $v=\omega_1$. For spin 3/2 both combinations leak, with $d=\omega_Q\mp\omega_1$ and $v^2=3\omega_1^2/4$. Thus

$$p_{\rm in}\le\frac{2\omega_1^2}{\omega_Q^2/4+4\omega_1^2}\ (I=1),\qquad p_{\rm in}\le\sum_{\pm}\frac{3\omega_1^2/2}{(\omega_Q\mp\omega_1)^2+3\omega_1^2}\ \left(I=\tfrac32\right). \tag{27}$$

For small $x$ these are $8x^2$ and $3x^2$.

## Phase and offset

Irradiation of phase $\phi$ replaces $I_x$ by $I_x\cos\phi+I_y\sin\phi=e^{-i\phi I_z}I_xe^{i\phi I_z}$. The rest of $H$ commutes with $I_z$, so $H_{\rm eff}$ is rotated in the same way. Its element between $+I$ and $-I$ gains one factor $e^{-i\phi I}$ from each side, in total $e^{-in\phi}$. The coupling responds to $n$ times the phase of the irradiation.

An offset adds $\Delta I_z=I\Delta\sigma_z$ in the outer pair:

$$H_{\rm eff}\simeq{\rm const}+\tfrac12\left(n\Delta\,\sigma_z+\omega_n\sigma_x\right). \tag{28}$$

It also changes the two gaps to $g\pm\Delta$. With $v$ the element of $V$ between an outer level and its neighbour, the second-order shifts then differ by $v^2/(g+\Delta)-v^2/(g-\Delta)\simeq-2v^2\Delta/g^2$ for $|\Delta|\ll g$, which is smaller than $n\Delta$ by a factor of order $x^2$. The largest transfer is the squared ratio of the transverse to the total field in Eq. (28),

$$p_{\max}=\frac{\omega_n^2}{\omega_n^2+n^2\Delta^2}, \tag{29}$$

which is one half at $|\Delta|=\omega_n/n$. The tolerance is set by the slow nutation frequency, not by $\omega_1$. Any neglected interaction that separates the outer levels by an energy $\eta$ enters as $n\Delta$ does. A second-order quadrupole shift of this kind must be small compared with $\omega_n$, or be compensated by the offset. Since this shift depends on orientation, one offset compensates it for one orientation only, not for a whole powder.

A spread of $\omega_Q$, as between differently oriented crystallites, also spreads the nutation. From Eqs. (15) and (18), a small relative change of $\omega_Q$ changes $\omega_{DQ}$ by minus that amount and $\omega_{TQ}$ by minus twice that amount. This holds only where $\omega_1\ll|\omega_Q|$. In a powder $\omega_Q$ passes through zero at some orientations, so part of the crystallites always lies outside the weak-irradiation regime and must be treated with Eqs. (4) and (21) or with Eq. (6) itself.

## Fixing the prefactors and a worked case

The prefactors can be obtained from diagonalization of Eq. (6) alone. Dividing the computed splitting by $\omega_1^n/\omega_Q^{n-1}$ gives a ratio $r(x)$ that should approach the prefactor with an error proportional to $x^2$. Combining two values as $[4r(x)-r(2x)]/3$ removes that error. With $x=0.01$,

$$\frac{4(1.999201)-1.996810}{3}=2.00000,\qquad \frac{4(1.499812)-1.499250}{3}=1.50000 . \tag{30}$$

The local exponents between $x=0.01$ and $0.02$ are 1.9983 and 2.9995. Their small deficits from 2 and 3 follow from the negative corrections in Eqs. (5) and (22).

Now take round model parameters, $\nu_Q=\omega_Q/2\pi=100$ kHz and $\nu_1=\omega_1/2\pi=10$ kHz, for both spins. Kilohertz are the natural unit here. The leading formulas give

$$\nu_{DQ}=\frac{2(10)^2}{100}=2.00\ {\rm kHz},\qquad \nu_{TQ}=\frac{1.5(10)^3}{(100)^2}=0.150\ {\rm kHz}. \tag{31}$$

The exact values are 1.926 kHz and 0.1481 kHz, so the leading formulas are too high by 3.9 % and 1.3 % of the exact values. Measured against the leading values, the exact ones are lower by 3.7 % and 1.26 %. The first corrections predict $4x^2=0.04$ and $\tfrac54x^2=0.0125$; for spin 1 the next term of Eq. (5), $+32x^4=0.0032$ in relative terms, changes the predicted reduction from 0.0400 to 0.0368, close to the exact 0.0371. A 90° pulse lasts $1/(4\nu_n)$: 0.130 ms for the double-quantum and 1.69 ms for the triple-quantum transition, using the exact frequencies. The neglect of relaxation is justified only if the coherence survives such times. Meanwhile the central transition of the spin 3/2 nutates at $20-0.148=19.85$ kHz.

The largest inner populations are 0.069 for spin 1 and 0.030 for spin 3/2, matching the bounds (27) to the digits given. Yet the peak transfer is above 0.999 in both cases. For spin 1 part of the reason is visible in Eq. (3): the inner population oscillates at $\sqrt{50^2+4(10)^2}=53.9$ kHz and returns to zero every 0.019 ms. At those instants the two eigenstates of Eq. (3) are back in phase, and the transfer is exactly $\sin^2(\pi\nu_{DQ}t)$. The nearest such instant lies at most half a fast period, 0.0093 ms, from the slow maximum, which costs at most $\sin^2(\pi\times1.926\times0.0093)\approx0.003$. This argument therefore guarantees a peak of about 0.997. That the peak is higher here is an accident of the parameters: the time to the slow maximum, $1/(2\nu_{DQ})=0.260$ ms, is almost exactly 14 fast periods.

From the leading frequencies, the half-transfer offsets are $2.00/2=1.00$ kHz and $0.150/3=0.050$ kHz. Propagation at these offsets gives peak transfers of 0.498 and 0.499. The agreement with one half is assured only to order $x^2$: Eq. (29) with the exact frequencies gives 0.481 and 0.494 at these offsets, and 0.490 and 0.496 once the reduction of the effective offset is included, so corrections of opposite sign are at work. The triple-quantum resonance must thus be met about twenty times more closely, although $\nu_1$ is the same. A tolerance of 0.05 kHz also limits Eq. (6) itself. An axial coupling with a line spacing of 200 kHz along its axis gives $\nu_Q=100$ kHz when tilted by 35.3°; at a Larmor frequency of 105.8 MHz its second-order shift of the outer pair of a spin 3/2 acts as an offset of 0.045 kHz, which lowers Eq. (29) to about 0.55 unless it is compensated.

Raising $\nu_1$ to 20 kHz shows the power laws beginning to fail. The exact frequencies become 7.02 and 1.139 kHz, against leading values of 8.00 and 1.200 kHz. Doubling the irradiation has multiplied them by 3.6 and 7.7 instead of 4 and 8. Further values are listed in the numerical output.

## Table of computed values

```
quadrupole line spacing nuQ = 100.0 kHz
irradiation strength nu1 = 10.0 kHz, nu1/nuQ = 0.10
spin 1 DQ: local exponent of nu1 (ratios 0.01, 0.02) = 1.9983
spin 1 DQ: ratio to power law at 0.02, 0.01 = 1.996810, 1.999201
spin 1 DQ: prefactor extrapolated to zero = 2.00000
spin 1 DQ: relative correction / (nu1/nuQ)^2 = -3.984
spin 1 DQ: common level shift = 1.0000 kHz
spin 1 DQ: effective coupling = 1.0000 kHz
spin 1 DQ: nutation leading = 2.0000 kHz, exact = 1.9258 kHz
spin 1 DQ: leading formula too high by 3.85 %
spin 1 DQ: 90 deg pulse leading = 0.1250 ms, exact = 0.1298 ms
spin 1 DQ: peak transfer +I to -I = 1.0000
spin 1 DQ: largest inner population = 0.0690, bound = 0.0690
spin 1 DQ: coherence after exact 90 deg pulse / I = 0.9999
spin 1 DQ: half-transfer offset = 1.0000 kHz, peak there = 0.4980
spin 3/2 TQ: local exponent of nu1 (ratios 0.01, 0.02) = 2.9995
spin 3/2 TQ: ratio to power law at 0.02, 0.01 = 1.499250, 1.499812
spin 3/2 TQ: prefactor extrapolated to zero = 1.50000
spin 3/2 TQ: relative correction / (nu1/nuQ)^2 = -1.250
spin 3/2 TQ: common level shift = 0.7500 kHz
spin 3/2 TQ: effective coupling = 0.0750 kHz
spin 3/2 TQ: nutation leading = 0.1500 kHz, exact = 0.1481 kHz
spin 3/2 TQ: leading formula too high by 1.27 %
spin 3/2 TQ: 90 deg pulse leading = 1.6667 ms, exact = 1.6879 ms
spin 3/2 TQ: peak transfer +I to -I = 0.9998
spin 3/2 TQ: largest inner population = 0.0300, bound = 0.0300
spin 3/2 TQ: coherence after exact 90 deg pulse / I = 0.9887
spin 3/2 TQ: half-transfer offset = 0.0500 kHz, peak there = 0.4989
spin 3/2 central-transition nutation = 19.8519 kHz
scan: nu1 | DQ leading, exact | TQ leading, exact (all kHz)
  2.5 | 0.12500, 0.12469 | 0.002344, 0.002342
  5.0 | 0.50000, 0.49510 | 0.018750, 0.018691
 10.0 | 2.00000, 1.92582 | 0.150000, 0.148113
 20.0 | 8.00000, 7.01562 | 1.200000, 1.139009
```
